**Adsorbate cross-section from the resistivity rise of a thick metal film**

Adsorbates of areal density n lower the specularity of one film surface by nS, and the program recovers S from the resistivity rise Δρ. To leading order S = 16 d Δρ/(3 ρ λ n), where d is the thickness, ρ the bulk resistivity and λ the mean free path; multiplying by ρ²/(ρ₁ρ₂), with ρ₁ and ρ₂ the film resistivities before and after adsorption, leaves only exponentially small errors. The program asserts that the closed Boltzmann integral agrees with a separate calculation that traces electron paths backward through successive reflections. It also asserts the thick-film law for unequal surfaces, the angular average 8/15, the error laws of both formulas and the covered fraction of randomly placed discs. For rough copper-like values with d = 200 nm and λ = 40 nm, the simple formula gives 0.157 nm² and the full integral 0.139 nm². Inserting the recovered S into the path calculation returns the assumed rise of 0.010 µΩ cm. The output also sizes temperature drift, a consumed metal layer, charge transfer and isotropic grain scattering.

## Check in Python

```python
"""Adsorbate cross-section from the resistivity rise of a thick metal film.

Result under test: if adsorbates (areal density n) lower the specularity of
one surface by n*S, then for thickness d much larger than mean free path lam
    S = 16 d drho / (3 rho lam n)                     (simple, leading order)
    S = 16 d rho drho / (3 lam n rho1 rho2)           (sharper)
rho: bulk resistivity; rho1, rho2: film resistivity before and after;
drho = rho2 - rho1; p1, p2: specularities; kappa = d/lam;
u: |cosine| of the angle between velocity and film normal.
Units in the example: nm and microohm cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import expn


def film_conductivity(kappa, p1, p2):
    """Film/bulk conductivity from the closed Boltzmann solution."""
    def integrand(u):
        e = np.exp(-kappa / u)
        a_plus_b = (2 - p1 - p2 + (p1 + p2 - 2*p1*p2)*e) / (1 - p1*p2*e*e)
        return u * (1 - u*u) * (1 - e) * a_plus_b
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1 - 0.75 * value / kappa


nodes, weights = np.polynomial.legendre.leggauss(300)
nodes, weights = (nodes + 1) / 2, weights / 2


def path_conductivity(kappa, p1, p2):
    """Same ratio by tracing paths backward through every reflection.

    p1 and p2 may be numbers or arrays over the angular nodes.
    """
    u = nodes[None, :]
    first_leg = np.exp(-kappa * nodes[:, None] / u)
    crossing = np.exp(-kappa / u)
    total = 0.0
    for near, far in ((p1, p2), (p2, p1)):
        mean_path = 1 - first_leg
        survival = first_leg * near
        for bounce in range(80):
            mean_path = mean_path + survival * (1 - crossing)
            survival = survival * crossing * (far if bounce % 2 == 0 else near)
        total += 0.75 * weights @ mean_path @ (weights * (1 - nodes**2))
    return total


def simple_s(rho, lam, d, n, drho):
    return 16 * d * drho / (3 * rho * lam * n)


def sharper_s(rho, lam, d, n, rho1, rho2):
    return 16 * d * rho * (rho2 - rho1) / (3 * lam * n * rho1 * rho2)


def full_s(rho, lam, d, n, p1, p2, drho):
    """Invert the full integral for S."""
    clean = rho / film_conductivity(d / lam, p1, p2)
    def mismatch(loss):
        return rho / film_conductivity(d / lam, p1 - loss, p2) - clean - drho
    return brentq(mismatch, 0, p1, xtol=1e-13) / n


# Closed integral against traced paths, thin and thick films
worst = 0.0
for kappa, a, b in ((0.5, 0.7, 0.2), (2, 0.5, 0.0), (5, 0.9, 0.6), (20, 0.3, 0.8)):
    worst = max(worst, abs(film_conductivity(kappa, a, b)
                           - path_conductivity(kappa, a, b)))
assert worst < 2e-6

# Thick-film law for unequal surfaces against traced paths
thick_path = path_conductivity(20, 0.3, 0.8)
thick_law = 1 - 3 / (16 * 20) * (2 - 0.3 - 0.8)
assert abs(thick_path - thick_law) < 2e-6

# Angle-dependent loss proportional to u: the film sees a weighted average
loss_normal = 0.2
drop = path_conductivity(20, 0.5, 0.0) - path_conductivity(
    20, 0.5 - loss_normal * nodes[None, :], 0.0)
angular_ratio = drop * 16 * 20 / 3 / loss_normal
assert abs(angular_ratio - 8 / 15) < 1e-3

# Errors of both formulas when the true loss n*S is known
true_loss, p1, p2 = 0.15, 0.5, 0.0
error_rows = []
for kappa in (2, 5, 10, 20, 50):
    r1 = 1 / film_conductivity(kappa, p1, p2)
    r2 = 1 / film_conductivity(kappa, p1 - true_loss, p2)
    err_simple = simple_s(1, 1, kappa, 1, r2 - r1) / true_loss - 1
    err_sharp = sharper_s(1, 1, kappa, 1, r1, r2) / true_loss - 1
    error_rows.append((kappa, err_simple, err_sharp))
first_order = 3 / (16 * 50) * (2 * (2 - p1 - p2) + true_loss)
assert abs(error_rows[-1][1] / first_order - 1) < 0.02  # next order in 1/kappa
for buried in (0.0, 0.6):
    r1 = 1 / film_conductivity(5, p1, buried)
    r2 = 1 / film_conductivity(5, p1 - true_loss, buried)
    shortfall = 1 - sharper_s(1, 1, 5, 1, r1, r2) / true_loss
    predicted = 8 * (1 - buried) * (expn(3, 5) - expn(5, 5))
    assert abs(shortfall / predicted - 1) < 0.01  # next exponential order

# Worked example: rough values typical of copper near room temperature
rho, lam, d, n, drho = 1.7, 40.0, 200.0, 1.0, 0.010
temperature, electron_density = 300.0, 8.5e28
rho1 = rho / film_conductivity(d / lam, p1, p2)
rho2 = rho1 + drho
s_simple = simple_s(rho, lam, d, n, drho)
s_film_rho = simple_s(rho1, lam, d, n, drho)
s_sharp = sharper_s(rho, lam, d, n, rho1, rho2)
s_full = full_s(rho, lam, d, n, p1, p2, drho)
# Put the recovered S back into the traced-path calculation
path_rise = (rho / path_conductivity(d / lam, p1 - n * s_full, p2)
             - rho / path_conductivity(d / lam, p1, p2))
assert abs(path_rise / drho - 1) < 1e-3
assert abs(s_sharp / s_full - 1) < 0.005
assert s_simple > s_film_rho > s_full

# Free-electron value of rho*lam, converted from ohm m^2
k_fermi = (3 * np.pi**2 * electron_density) ** (1 / 3)
rho_lam_free = const.hbar * k_fermi / (electron_density * const.e**2) * 1e17

# Sizes of neglected effects
drift = drho / (rho / temperature)
dead_layer = 0.2
dead_share = rho1 * dead_layer / (d - dead_layer) / drho
charge_share = rho1 * n / (electron_density * 1e-27 * d) / drho
grain_factor = 1.3
s_grain = full_s(rho * grain_factor, lam / grain_factor, d, n, p1, p2, drho)

# Random overlapping discs that spoil only otherwise specular electrons
disc_area = -np.log(1 - n * s_full / p1) / n
rng = np.random.default_rng(7)
side = 200.0
centres = rng.random((int(n * side**2), 2)) * side
probes = rng.random((200000, 2)) * side
distance = cKDTree(centres, boxsize=side).query(probes)[0]
covered = np.mean(distance < np.sqrt(disc_area / np.pi))
assert abs(covered - n * s_full / p1) < 0.008  # sampling noise

print(f"bulk resistivity rho = {rho:.2f} microohm cm (rough)")
print(f"mean free path lambda = {lam:.0f} nm (rough)")
print(f"thickness d = {d:.0f} nm, d/lambda = {d/lam:.1f}")
print(f"adsorbate density n = {n:.1f} nm^-2")
print(f"clean specularities p1 = {p1:.1f}, p2 = {p2:.1f}")
print(f"resistivity rise = {drho:.3f} microohm cm")
print(f"rise / bulk resistivity = {100*drho/rho:.3f} %")
print(f"clean film rho1 = {rho1:.4f} microohm cm")
print(f"covered film rho2 = {rho2:.4f} microohm cm")
print(f"rho1 rho2 / rho^2 = {rho1*rho2/rho**2:.4f}")
print(f"S, simple formula with bulk rho = {s_simple:.4f} nm^2")
print(f"S, simple formula with rho1 for rho = {s_film_rho:.4f} nm^2")
print(f"S, sharper formula = {s_sharp:.4f} nm^2")
print(f"S, full integral = {s_full:.4f} nm^2 = {s_full*1e-18:.3e} m^2")
print(f"simple formula too high by {100*(s_simple/s_full-1):.1f} %")
print(f"sharper formula too low by {100*(1-s_sharp/s_full):.2f} %")
print(f"specularity loss n S = {n*s_full:.4f}")
print(f"covered specularity = {p1-n*s_full:.4f}")
print(f"rise from traced paths with this S = {path_rise:.5f} microohm cm")
print(f"largest closed-versus-path difference = {worst:.1e} (ratio)")
print(f"thick film, d/lambda=20, p=0.3,0.8: paths {thick_path:.6f}, "
      f"law {thick_law:.6f} (ratio)")
print(f"angular average for S(u) ~ u: {angular_ratio:.4f}, 8/15 = {8/15:.4f}")
print(f"formula errors in S for true n S = {true_loss:.2f}:")
for kappa, err_simple, err_sharp in error_rows:
    print(f"  d/lambda = {kappa:2d}: simple {100*err_simple:6.2f} %, "
          f"sharper {round(100*err_sharp, 4) + 0.0:.4f} %")
print(f"rho lambda: used {rho*lam:.1f}, free-electron {rho_lam_free:.1f} "
      "microohm cm nm")
print(f"electron density for that = {electron_density:.1e} m^-3 (rough)")
print(f"warming that mimics the rise = {drift:.2f} K "
      f"(rho ~ T at {temperature:.0f} K)")
print(f"consumed metal layer of {dead_layer:.1f} nm: "
      f"{100*dead_share:.0f} % of the rise")
print(f"one electron bound per adsorbate: {100*charge_share:.1f} % of the rise")
print(f"S if grains raise rho by factor {grain_factor:.1f} at fixed rho lambda"
      f" = {s_grain:.4f} nm^2")
print(f"disc area without overlap, S/p1 = {s_full/p1:.4f} nm^2")
print(f"disc area with random overlap = {disc_area:.4f} nm^2")
print(f"covered fraction: random discs {covered:.4f}, "
      f"n S/p1 = {n*s_full/p1:.4f}")
print("OK")
```

Running it gives:

```
bulk resistivity rho = 1.70 microohm cm (rough)
mean free path lambda = 40 nm (rough)
thickness d = 200 nm, d/lambda = 5.0
adsorbate density n = 1.0 nm^-2
clean specularities p1 = 0.5, p2 = 0.0
resistivity rise = 0.010 microohm cm
rise / bulk resistivity = 0.588 %
clean film rho1 = 1.8013 microohm cm
covered film rho2 = 1.8113 microohm cm
rho1 rho2 / rho^2 = 1.1289
S, simple formula with bulk rho = 0.1569 nm^2
S, simple formula with rho1 for rho = 0.1480 nm^2
S, sharper formula = 0.1389 nm^2
S, full integral = 0.1391 nm^2 = 1.391e-19 m^2
simple formula too high by 12.7 %
sharper formula too low by 0.14 %
specularity loss n S = 0.1391
covered specularity = 0.3609
rise from traced paths with this S = 0.01000 microohm cm
largest closed-versus-path difference = 4.2e-10 (ratio)
thick film, d/lambda=20, p=0.3,0.8: paths 0.991563, law 0.991563 (ratio)
angular average for S(u) ~ u: 0.5333, 8/15 = 0.5333
formula errors in S for true n S = 0.15:
  d/lambda =  2: simple  27.12 %, sharper -6.8064 %
  d/lambda =  5: simple  12.79 %, sharper -0.1374 %
  d/lambda = 10: simple   6.18 %, sharper -0.0004 %
  d/lambda = 20: simple   3.02 %, sharper 0.0000 %
  d/lambda = 50: simple   1.19 %, sharper 0.0000 %
rho lambda: used 68.0, free-electron 65.7 microohm cm nm
electron density for that = 8.5e+28 m^-3 (rough)
warming that mimics the rise = 1.76 K (rho ~ T at 300 K)
consumed metal layer of 0.2 nm: 18 % of the rise
one electron bound per adsorbate: 1.1 % of the rise
S if grains raise rho by factor 1.3 at fixed rho lambda = 0.1430 nm^2
disc area without overlap, S/p1 = 0.2783 nm^2
disc area with random overlap = 0.3261 nm^2
covered fraction: random discs 0.2773, n S/p1 = 0.2783
OK
```
